# The exact non-additive kinetic potential as a difference of Kohn-Sham potentials: verification in Python

```python
"""
Result under test (frozen-density embedding, rho = rho_A + rho_B, rho_B fixed):
    d T_nad / d rho_A(x) = v_s[rho_A](x) - v_s[rho](x) + constant,
    T_nad = T_s[rho_A + rho_B] - T_s[rho_A] - T_s[rho_B].
T_s[n]: least kinetic energy of a determinant with density n.
v_s[n]: local potential whose non-interacting ground state has density n.
Model: four electrons, two Gaussian wells on a line, hard walls, uniform grid.
Arrays named n_* hold electrons per grid site. Internal units are atomic units.
The derivative is taken numerically from a search over orbitals that uses no
potential; the right-hand side is taken from the potentials.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize

EV = sc.physical_constants["Hartree energy in eV"][0]
ANG = sc.physical_constants["Bohr radius"][0] * 1e10

WALL, CENTRE, SIGMA = 3.5, 1.2, 0.5      # angstrom
DEPTH_A, DEPTH_B = 24.0, 30.0            # eV
SMOOTH = 0.35                            # angstrom, width of the partition


def well(x, depth, centre):
    return -depth / EV * np.exp(-(x - centre) ** 2 / (2 * SIGMA ** 2))


def solve(v, h, count):
    """Lowest eigenvalues and site-normalized orbitals of -1/2 d2/dx2 + v."""
    off = np.full(len(v) - 1, -0.5 / h ** 2)
    return eigh_tridiagonal(v + 1 / h ** 2, off, select="i",
                            select_range=(0, count - 1))


def inverted_potential(n, h):
    """Potential (orbital energy set to zero) for a nodeless two-electron n."""
    p = np.concatenate([[0.0], np.sqrt(n / 2), [0.0]])
    return (p[2:] + p[:-2] - 2 * p[1:-1]) / (2 * h ** 2 * p[1:-1])


def build(points):
    """Total system and its smooth partition on a grid."""
    x = np.linspace(-WALL, WALL, points + 2)[1:-1]
    h = (x[1] - x[0]) / ANG
    v = well(x, DEPTH_A, -CENTRE) + well(x, DEPTH_B, CENTRE)
    eps, orb = solve(v, h, 3)
    n = 2 * orb[:, 0] ** 2 + 2 * orb[:, 1] ** 2

    def share(x0):
        return 1 / (1 + np.exp((x - x0) / SMOOTH))
    x0 = brentq(lambda c: np.sum(share(c) * n) - 2, -2.5, 2.5, xtol=1e-13)
    return x, h, v, eps, orb, n, share(x0) * n, x0


x, h, v, eps, orb, n_tot, n_A, x0 = build(139)
n_B = n_tot - n_A
size = len(x)


def kinetic_one_orbital(n):
    """T_s of two electrons: the only orbital is sqrt(n/2)."""
    p = np.concatenate([[0.0], np.sqrt(n / 2), [0.0]])
    return np.sum(np.diff(p) ** 2) / h ** 2


# Angles theta at the sites from their increments, theta = 0 at the peak site.
peak = int(np.argmax(n_tot))
site = np.arange(size)[:, None]
bond = np.arange(size - 1)[None, :]
ANGLES = (((bond >= peak) & (bond < site)).astype(float)
          - ((bond < peak) & (bond >= site)).astype(float))


def kinetic_two_orbitals(n, start=None):
    """T_s of four electrons by constrained search, no potential involved.
    Orbitals sqrt(n/2) cos(theta) and sqrt(n/2) sin(theta) have density n;
    they are orthonormal if sum n cos(2 theta) = sum n sin(2 theta) = 0.
    Scaled increments s make the kinetic Hessian close to the unit matrix."""
    p = np.sqrt(n / 2)
    stiff = 2 * p[1:] * p[:-1] / h ** 2
    root = np.sqrt(stiff)
    amat = ANGLES / root

    def energy(s):
        return 2 * np.sum(stiff * np.sin(s / root / 2) ** 2)

    def gradient(s):
        return root * np.sin(s / root)

    def overlap(s):
        t = 2 * (amat @ s)
        return np.array([n @ np.cos(t), n @ np.sin(t)])

    def overlap_jac(s):
        t = 2 * (amat @ s)
        return np.vstack([-2 * n * np.sin(t), 2 * n * np.cos(t)]) @ amat

    if start is None:
        fraction = (np.cumsum(n) - n / 2) / np.sum(n)
        s = root * np.diff(np.pi * fraction)     # equal-density orbitals
        found = minimize(energy, s, jac=gradient, method="SLSQP",
                         constraints={"type": "eq", "fun": overlap,
                                      "jac": overlap_jac},
                         options={"maxiter": 200, "ftol": 1e-11})
        s = found.x
        lam = np.linalg.lstsq(overlap_jac(s).T, -gradient(s), rcond=None)[0]
    else:
        s, lam = root * start[0], start[1]
    change = 1.0
    for _ in range(30):                          # Newton refinement
        t = 2 * (amat @ s)
        curve = -4 * n * (lam[0] * np.cos(t) + lam[1] * np.sin(t))
        jac = overlap_jac(s)
        kkt = np.zeros((size + 1, size + 1))
        kkt[:-2, :-2] = (np.diag(np.cos(s / root))
                         + amat.T @ (curve[:, None] * amat))
        kkt[-2:, :-2] = jac
        kkt[:-2, -2:] = jac.T
        step = np.linalg.solve(kkt, -np.concatenate([gradient(s), overlap(s)]))
        s, lam = s + step[:-2], step[-2:]
        change = np.max(np.abs(step[:-2]))
        if change < 1e-9:
            break
    assert change < 1e-9, "constrained search did not converge"
    return kinetic_one_orbital(n) + energy(s), (s / root, lam)


# Constrained search against the kinetic energy of the eigenfunctions.
T_tot, warm = kinetic_two_orbitals(n_tot)
T_eig = 2 * (eps[0] + eps[1]) - v @ n_tot
assert abs(T_tot - T_eig) < 1e-8
T_A, T_B = kinetic_one_orbital(n_A), kinetic_one_orbital(n_B)
T_nad = T_tot - T_A - T_B


def potential_by_definition(n_sub, sites, ref):
    """Central difference of T_nad when charge moves from site ref to site j
    inside the subsystem; the rest of the density stays frozen."""
    result = np.zeros(size)
    for j in sites:
        if j == ref:
            continue
        amount = 3e-4 * n_sub[j]
        move = np.zeros(size)
        move[j], move[ref] = amount, -amount
        value = [kinetic_two_orbitals(n_tot + sign * move, warm)[0]
                 - kinetic_one_orbital(n_sub + sign * move)
                 for sign in (1, -1)]
        result[j] = (value[0] - value[1]) / (2 * amount)
    return result


# Main test: numerical derivative against the difference of potentials.
ref = int(np.argmax(n_A))
v_A = inverted_potential(n_A, h)
v_A = v_A - v_A[ref] + v[ref]                    # aligned at the peak of A
vT_formula = v_A - v
vT_def = potential_by_definition(n_A, range(size), ref)
seen = n_A > 1e-6                                # below this, rounding grows
error = np.max(np.abs(vT_def - vT_formula)[seen]) * EV
assert error < 2e-3
assert np.ptp(vT_formula[seen]) * EV > 1.0       # the potential is not flat


# Embedded equation for A with different non-additive potentials.
def displaced(v_nad):
    ground = solve(v + v_nad, h, 1)[1][:, 0]
    n_new = 2 * ground ** 2
    return 0.5 * np.sum(np.abs(n_new - n_A)), np.sum(n_new[x < x0])


rho, rho_A = n_tot / h, n_A / h
vT_tf = np.pi ** 2 / 8 * (rho ** 2 - rho_A ** 2)
vT_iso = well(x, DEPTH_A, -CENTRE) - v
exact, none = displaced(vT_def), displaced(0 * v)
tf, iso = displaced(vT_tf), displaced(vT_iso)
assert exact[0] < 1e-4
assert none[0] > 1.0
assert min(tf[0], iso[0]) > 100 * exact[0]

# Limiting case: subsystem = lowest orbital of the total system, flat v_T.
n_low = 2 * orb[:, 0] ** 2
low_sites = [j for j in range(0, size, 6) if n_low[j] > 1e-5]
flat = np.max(np.abs(potential_by_definition(
    n_low, low_sites, int(np.argmax(n_low))))) * EV
assert len(low_sites) > 5 and flat < 2e-3


# Two-sided bound on the change of T_s when the density changes.
def bounds(height):
    v_new = v + height / EV * np.exp(-(x + 0.6) ** 2 / (2 * 0.4 ** 2))
    e_new, o_new = solve(v_new, h, 2)
    n_new = 2 * np.sum(o_new ** 2, axis=1)
    t_new = 2 * np.sum(e_new) - v_new @ n_new
    dn = n_new - n_tot
    return np.array([-v @ dn, t_new - T_eig, -v_new @ dn]) * EV


full, half = bounds(0.2), bounds(0.1)
for b in (full, half):
    assert b[0] < b[1] < b[2]
gap_ratio = (full[2] - full[0]) / (half[2] - half[0])
assert 3.6 < gap_ratio < 4.4                     # gap is of second order

# Grid convergence of the potential at the centre of well B.
in_B = int(np.argmin(np.abs(x - CENTRE)))
xf, hf, vf, _, _, _, nAf, _ = build(279)
vTf = inverted_potential(nAf, hf) - vf
fine = (vTf[np.argmin(np.abs(xf - CENTRE))]
        - vTf[np.argmin(np.abs(xf - x[ref]))]) * EV
assert abs(fine - vT_formula[in_B] * EV) < 0.1

print(f"walls at +-{WALL} A, well centres at +-{CENTRE} A, sigma {SIGMA} A")
print(f"well depths: A (left) {DEPTH_A} eV, B (right) {DEPTH_B} eV")
print(f"grid spacing {x[1] - x[0]:.3f} A, sites {size}")
print("three lowest levels (eV):", np.round(eps * EV, 3))
print(f"partition midpoint {x0:.4f} A, width {SMOOTH} A")
print(f"electrons in A {n_A.sum():.6f}, in B {n_B.sum():.6f}")
print(f"T_s total, constrained search {T_tot * EV:.5f} eV")
print(f"T_s total, eigenfunctions     {T_eig * EV:.5f} eV")
print(f"T_s of A {T_A * EV:.4f} eV, T_s of B {T_B * EV:.4f} eV")
print(f"T_nad {T_nad * EV:.4f} eV")
print(f"potentials aligned at density peak of A, x = {x[ref]:.2f} A")
print("x(A) rho(1/A) rho_A(1/A) v_s[rho] v_s[rho_A] vT_diff vT_deriv (eV)")
for pos in (-2.4, -1.2, -0.6, 0.0, 0.6, 1.2, 1.8, 2.4):
    i = int(np.argmin(np.abs(x - pos)))
    print(f"{x[i]:5.2f} {rho[i] / ANG:8.5f} {rho_A[i] / ANG:8.5f} "
          f"{v[i] * EV:8.3f} {v_A[i] * EV:8.3f} "
          f"{vT_formula[i] * EV:8.4f} {vT_def[i] * EV:8.4f}")
print(f"largest mismatch of the two roads {error:.1e} eV")
print(f"  over sites with more than 1e-6 electrons of A: {seen.sum()}")
print(f"v_T at centre of B: {vT_formula[in_B] * EV:.3f} eV"
      f" = {vT_formula[in_B]:.4f} hartree")
print(f"same on grid of half the spacing: {fine:.3f} eV")
print("embedded A: displaced electrons, electrons left of midpoint")
print(f"  target density       0         {n_A[x < x0].sum():.4f}")
print(f"  v_T from derivative  {exact[0]:.1e}   {exact[1]:.4f}")
print(f"  v_T omitted          {none[0]:.4f}    {none[1]:.4f}")
print(f"  v_T Thomas-Fermi     {tf[0]:.4f}    {tf[1]:.4f}")
print(f"  isolated-A potential {iso[0]:.4f}    {iso[1]:.4f}")
print(f"lowest-orbital subsystem: largest |v_T| {flat:.1e} eV")
print("bounds on change of T_s (eV): lower, actual, upper")
print(f"  bump 0.2 eV: {full[0]:.6f} {full[1]:.6f} {full[2]:.6f}")
print(f"  bump 0.1 eV: {half[0]:.6f} {half[1]:.6f} {half[2]:.6f}")
print(f"  ratio of the gaps {gap_ratio:.3f}")
print("verified")
```

Output:

```
walls at +-3.5 A, well centres at +-1.2 A, sigma 0.5 A
well depths: A (left) 24.0 eV, B (right) 30.0 eV
grid spacing 0.050 A, sites 139
three lowest levels (eV): [-17.842 -13.291  -0.723]
partition midpoint 0.0328 A, width 0.35 A
electrons in A 2.000000, in B 2.000000
T_s total, constrained search 17.63136 eV
T_s total, eigenfunctions     17.63136 eV
T_s of A 7.9959 eV, T_s of B 9.2726 eV
T_nad 0.3628 eV
potentials aligned at density peak of A, x = -1.20 A
x(A) rho(1/A) rho_A(1/A) v_s[rho] v_s[rho_A] vT_diff vT_deriv (eV)
-2.40  0.08930  0.08921   -1.347   -1.000   0.3475   0.3475
-1.20  1.73349  1.68376  -24.000  -24.000   0.0000   0.0000
-0.60  0.70551  0.60611  -11.728  -10.429   1.2989   1.2989
 0.00  0.16692  0.08736   -3.031   11.899  14.9303  14.9304
 0.60  0.66551  0.10988  -14.639  -19.332  -4.6924  -4.6924
 1.20  1.89010  0.06500  -30.000  -18.517  11.4830  11.4831
 1.80  0.66301  0.00423  -14.603   14.938  29.5405  29.5405
 2.40  0.06504  0.00008   -1.684   34.000  35.6843  35.6844
largest mismatch of the two roads 4.0e-05 eV
  over sites with more than 1e-6 electrons of A: 121
v_T at centre of B: 11.483 eV = 0.4220 hartree
same on grid of half the spacing: 11.503 eV
embedded A: displaced electrons, electrons left of midpoint
  target density       0         1.8723
  v_T from derivative  2.6e-06   1.8723
  v_T omitted          1.8189    0.0534
  v_T Thomas-Fermi     0.0924    1.9539
  isolated-A potential 0.1048    1.9771
lowest-orbital subsystem: largest |v_T| 3.4e-05 eV
bounds on change of T_s (eV): lower, actual, upper
  bump 0.2 eV: -0.000814 -0.000376 0.000061
  bump 0.1 eV: -0.000338 -0.000228 -0.000119
  ratio of the gaps 4.000
verified
```
